# A validation suite for ultrasoft pseudopotential data files

## Result

An internally sound ultrasoft data file, with projectors dual to its pseudo waves, makes five residuals vanish within its numerical precision:

| Test | Condition |
|---|---|
| Duality | $\langle\beta_i\vert\tilde\phi_j\rangle=\delta_{ij}$ |
| Symmetry | $D^0_{ij}=D^0_{ji}$ |
| Moments | $\int r^LQ^L_{ij}\,dr=\int r^L(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,dr$ |
| Charge | stored and rebuilt densities hold $N$ electrons |
| Levels | the pseudo-atom returns every reference energy $\varepsilon_i$ |

No single test suffices. A wrong energy index in $D$ can be seen by symmetry alone, a wrong quadrupole by moments alone, and a wrong unit of $D$ by levels alone. The suite has limits. A consistent change of projector normalization raises alarms although the physics is intact, and a changed shape of a nonspherical $Q^L$ with the right moment raises none; further silent faults are named in the last section.

## Contents of the file and conventions

The algebra is in atomic units. The treatment is nonrelativistic, with a spherical atom. Waves are radial, $u(r)=rR(r)$, real, and vanish at the origin. In a channel of angular momentum $l$,

$$T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.$$

The file holds true waves $\phi_i$, pseudo waves $\tilde\phi_i$, projectors $\beta_i$, augmentation functions $Q^L_{ij}$, bare coefficients $D^0_{ij}$, the ionic local potential $V_{\rm ion}$, the atomic density $n(r)$ (including the factor $4\pi r^2$), occupations $f_l$ and energies $\varepsilon_i$. A file without the true waves cannot be given the moment test in this form.

Each channel has two reference states, $i=1$ (occupied) and $i=2$ (empty). Both are eigenstates in the same hard-walled sphere, normalized to one there, so both energies can be tested as eigenvalues. Outside the core radius $r_c$, $\tilde\phi_i=\phi_i$ and the screened local potential $V_{\rm loc}$ equals the true screened potential $V$.

## Duality and the eigenvalue equation

Define, within one channel,

$$\chi_j=(\varepsilon_j-T-V_{\rm loc})\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\qquad \beta_i=\sum_j(B^{-1})_{ji}\chi_j .$$

Beyond $r_c$ the pseudo wave obeys the true equation, so $\chi_j$ and $\beta_i$ vanish there. Duality follows by insertion:

$$\langle\beta_i|\tilde\phi_k\rangle=\sum_j(B^{-1})_{ji}B_{kj}=(BB^{-1})_{ki}=\delta_{ik}.$$

The inverse relation is $\sum_iB_{ik}\beta_i=\sum_j(B^{-1}B)_{jk}\chi_j=\chi_k$. Now set

$$q_{ij}=\int Q^0_{ij}\,dr=\int_0^{r_c}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,dr,\qquad D_{ij}=B_{ij}+\varepsilon_jq_{ij},$$

$$H=T+V_{\rm loc}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|,\qquad S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j| .$$

Acting on $\tilde\phi_k$, duality leaves the column $j=k$:

$$H\tilde\phi_k=(T+V_{\rm loc})\tilde\phi_k+\chi_k+\varepsilon_k\sum_iq_{ik}\beta_i=\varepsilon_kS\tilde\phi_k .$$

The first two terms sum to $\varepsilon_k\tilde\phi_k$ by the definition of $\chi_k$. The norm is also right: $\langle\tilde\phi_k|S|\tilde\phi_k\rangle=\langle\tilde\phi_k|\tilde\phi_k\rangle+q_{kk}=\langle\phi_k|\phi_k\rangle=1$.

## Why D is symmetric although B is not

In $B_{ij}-B_{ji}$ the local and centrifugal terms cancel. Integrating the second derivatives by parts gives

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\tilde\phi_i\tilde\phi_j\,dr+\tfrac12W,\qquad W=\big[\tilde\phi_i\tilde\phi_j'-\tilde\phi_j\tilde\phi_i'\big]_{r_c}.$$

The true waves have no $\chi$, and their values and slopes at $r_c$ are the same, so

$$0=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\phi_i\phi_j\,dr+\tfrac12W .$$

Subtracting the second line from the first yields

$$B_{ij}-B_{ji}=-(\varepsilon_j-\varepsilon_i)q_{ij}=(\varepsilon_i-\varepsilon_j)q_{ij},$$

$$D_{ij}-D_{ji}=(\varepsilon_i-\varepsilon_j)q_{ij}+\varepsilon_jq_{ij}-\varepsilon_iq_{ij}=0 .$$

If a generator uses $\varepsilon_i$ in place of $\varepsilon_j$, it stores $D'_{ij}=D_{ij}+(\varepsilon_i-\varepsilon_j)q_{ij}$. The error is antisymmetric, and the asymmetry is $2(\varepsilon_i-\varepsilon_j)q_{ij}$. A solver that symmetrizes its input recovers the correct $D$ and hides the fault. A reader that mirrors the upper triangle turns it into a symmetric error, which the symmetry test can no longer see.

## Moments

For a pair $ij$ the allowed values are $|l_i-l_j|\le L\le l_i+l_j$ with $l_i+l_j+L$ even. The difference $\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$ may be replaced by a smoother function inside $r_c$, provided that its moment $m^L_{ij}$ is kept. The example uses

$$Q^L_{ij}=m^L_{ij}\,g_L(r),\qquad g_L\propto r^{L+2}(1-r^2/r_c^2)^3,\qquad\int_0^{r_c}r^Lg_L\,dr=1 .$$

To see what the moment protects, take two $p_z$ orbitals. Their angular density is $3\cos^2\theta/4\pi=(1+2P_2)/4\pi$. At a point on the axis with $z>r_c$, expand $1/|\mathbf r-\mathbf z|=\sum_Lr^LP_L/z^{L+1}$. The angular average of $P_LP_{L'}$ is $\delta_{LL'}/(2L+1)$, so the potential energy of a unit charge of the same sign is

$$v(z)=\frac{m^0}{z}+\frac{2}{5}\,\frac{m^2}{z^3}.$$

The shape of $Q^L$ has dropped out. It still matters inside $r_c$, where charge densities overlap.

## Charge and unscreening

For equal occupation of the $m$ components only $L=0$ enters the spherical density. With $\langle\beta_j|\tilde\phi_1\rangle=\delta_{j1}$,

$$n(r)=\sum_lf_l\big[\tilde\phi_{l1}^2+Q^0_{l,11}\big],\qquad \int n\,dr=\sum_lf_l=N .$$

Leaving out the augmentation loses $\sum_lf_lq_{l,11}$ electrons. The test takes the larger of two errors, that of the stored $n$ and that of the charge rebuilt from $\tilde\phi$, $\beta$ and $Q^0$.

The file stores bare quantities. In this Hartree model,

$$V_{\rm ion}=V_{\rm loc}-V_H[n],\qquad D^0_{ij}=D_{ij}-\int V_{\rm loc}Q^0_{ij}\,dr .$$

The second relation arises because the augmentation charge also feels the screened local potential. Since $Q^0$ is symmetric, $D^0$ inherits the symmetry of $D$. For a density-functional file, $V_H$ must be joined by the exchange-correlation potential of the generating functional, with any partial core density included.

## Pseudocode

```
read phi, ps, beta, Q, D0, Vion, n, f, eps
duality:  max |<beta_i|ps_j> - delta_ij|   (same l)
symmetry: max |D0_ij - D0_ji|
moments:  for each allowed i, j, L:
            |int r^L (Q^L_ij - phi_i phi_j + ps_i ps_j)| / rc^L
charge:   |int n - N|
          c_j = <beta_j|ps_1> for each l
          |sum_l f_l (<ps_1|ps_1> + c.q.c) - N|
levels:   Vloc = Vion + V_H[n]
          q = int Q^0
          D = D0 + int Vloc Q^0;  D = (D + D^T)/2
          for each l: solve H u = e S u in the sphere
            compare the two lowest e with eps_1, eps_2
report all five residuals, not merely pass or fail
```

The levels test makes one diagonalization per channel, without iteration. Comparing the lowest levels, and not the nearest ones, also exposes a ghost level below the reference energies.

With $M$ radial points and $P$ projectors, duality costs of order $P^2M$ operations, and moments the same times the number of $L$ values. Dense diagonalization costs of order $M^3$ per channel and dominates.

## How strongly levels respond

Let the file contain small errors $\delta D$ and $\delta q$. Projecting the perturbed equation on $\tilde\phi_k$, with unit $S$-norm and duality, gives to first order

$$\delta\varepsilon_k=\langle\tilde\phi_k|\delta H-\varepsilon_k\delta S|\tilde\phi_k\rangle=\delta D_{kk}-\varepsilon_k\,\delta q_{kk}.$$

Two consequences shape the suite.

First, an error $\delta D_{22}$ is invisible to the occupied level at any size, as long as the order of levels is kept: $\delta D_{22}|\beta_2\rangle\langle\beta_2|\tilde\phi_1\rangle=0$, so $\tilde\phi_1$ remains an eigenstate. A suite that checks only occupied levels leaves $D_{22}$ untested.

Secondly, an error in $D_{12}$ has no first-order effect on either reference level. A sharper test is linear in it. Form

$$R_{jk}=\langle\tilde\phi_j|H-\varepsilon_kS|\tilde\phi_k\rangle .$$

For a sound file $R=0$. If only $D$ is wrong, duality gives $R_{jk}=\delta D_{jk}$, so each faulty entry is read off directly. This needs no diagonalization, but it cannot find ghost levels and therefore supplements the levels test.

## Worked example

The model ion has nuclear charge 8 and the screened potential $V=-[1+7e^{-r/a}]/r$, with $a=0.32$ Å, occupation $s^2p^3$, a sphere of 3.00 Å and $r_c=0.70$ Å. The $s$ channel has a core state below its valence state. Inside $r_c$ the local potential is an even polynomial joined to $V$ with two continuous derivatives. Each pseudo wave is $r^{l+1}$ times an even polynomial, matched in value and two derivatives, with 0.9 of the true norm inside $r_c$.

The reference levels are $-41.1705$ and $-2.3646$ eV for $s$, and $-27.7597$ and $0.5753$ eV for $p$. The positive value is a state held by the wall.

The symmetry identity can be followed in the $s$ channel, where $q_{12}=-0.02039$:

$$B_{12}-B_{21}=1.27785-0.48664=0.7912\ {\rm eV},$$

$$(\varepsilon_1-\varepsilon_2)q_{12}=(-38.8059)(-0.02039)=0.791\ {\rm eV}.$$

Both off-diagonal elements of the screened $D$ are then 1.3261 eV. The wrong index would leave an asymmetry of $2\times0.791=1.58$ eV.

The charge held by the augmentation is

$$2(0.08002)+3(0.08174)=0.405\ \text{electrons}.$$

For the $s$ element $D_{11}$, unscreening gives $\int V_{\rm loc}Q^0_{11}\,dr=-8.3276+1.6496=-6.678$ eV. If $Q^0_{11}$ is multiplied by $1+\eta$, the first-order formula predicts

$$\frac{d\varepsilon_1}{d\eta}=-6.678-(-41.1705)(0.08002)=-3.384\ {\rm eV},$$

in agreement with the slope found by diagonalizing with slightly altered files.

For the clean file the largest of the five residuals is $3\times10^{-10}$, in the levels (eV). A self-consistent run from a crude density, using the bare data, returns the reference levels to $5\times10^{-10}$ eV. These figures measure the consistency of the file with its model, not the accuracy of the model for a real ion.

## Corruptions and alarms

The alarm threshold is $10^{-4}$ for each residual: eV for symmetry and levels, electrons for charge and for moments divided by $r_c^L$.

| Corruption | Alarms | Level error (eV) |
|---|---|---|
| $s$ projector 2 times 1.01 | duality, levels | 0.0011 |
| wrong energy index in $D$ | symmetry | none |
| same, upper triangle mirrored | levels | 0.66 |
| bare $D$ doubled | levels | 58 |
| screened $D$ stored as bare | levels | 7.0 |
| $s$ $D_{22}$ raised by 1 eV | levels | 0.32 |
| $L=2$ functions halved | moments | none |
| $L=0$ functions times 1.05 | moments, charge, levels | 0.23 |
| density not augmented | charge, levels | 12 |
| $\beta\times2$, $D^0/4$, $Q/4$ | duality, moments | none |
| $L=2$ shape changed, same moment | none | none |

Here "none" in the last column means no error above the numerical noise. Doubling $D$ is what happens when a value in rydberg is read as hartree.

**The scaled projector.** Multiplying $\beta_2$ by $s$ multiplies the diagonal term seen by $\tilde\phi_2$ by $s^2$. To first order the level moves by $(s^2-1)(D_{22}-\varepsilon_2q_{22})$. The bracket is $-0.0686+2.3646\times0.00489=-0.0570$ eV, and $0.0201\times(-0.0570)=-0.0011$ eV, which is the size found. Duality reports the same fault as 0.01 in any channel, whereas the level shift scales with the bracket. The bracket is small for this $s$ projector; for the second $p$ projector it is $-4.5105-0.5753\times0.00511=-4.51$ eV, and the first-order shift would be about $-0.09$ eV.

**The shifted $D_{22}$.** The slope of the second $s$ level with $D_{22}$ is 1.000, yet a shift of 1 eV moves it by only 0.32 eV. The first-order law has a short range here. Since $\tilde\phi_1$ remains the lowest eigenstate, the second level is the minimum of the energy over functions $S$-orthogonal to it. The trial function $\tilde\phi_2$ bounds the rise by 1 eV, and the actual wave lowers its energy by reducing its overlap with $\beta_2$.

**The mirrored triangle.** The error in $D_{12}$ is 0.79 eV for $s$ and 0.53 eV for $p$. If only the two reference states could mix, the shift would be about $\delta D_{12}^2/|\varepsilon_1-\varepsilon_2|$, or $0.79^2/38.8=0.016$ eV for $s$ and $0.53^2/28.3=0.010$ eV for $p$. The largest error found is 0.66 eV, so most of it comes from mixing with higher states. The absence of a first-order term does not make the fault harmless.

**The halved quadrupole.** At 1.05 Å on the axis, the true and stored $p_zp_z$ augmentation charges both give 1.0759 eV, while halving $Q^2$ gives 1.0984 eV. The half removed was thus $-0.0225$ eV, and the full quadrupole term is $-0.045$ eV. It is negative although the monopole is positive, so $\phi^2-\tilde\phi^2$ must change sign, with its negative part weighted outwards. The spherical atom never uses this term. It enters wherever the $p$ occupation is anisotropic, as at sites of low symmetry in molecules and solids; at an undistorted cubic site the $L=2$ part of the $p$ occupation vanishes, and the term again drops out of the ground-state density.

## Reading ambiguous alarms

**Change of convention.** Under $\beta\to s\beta$, $D^0\to D^0/s^2$, $Q\to Q/s^2$, the products $D_{ij}|\beta_i\rangle\langle\beta_j|$ and $q_{ij}|\beta_i\rangle\langle\beta_j|$ do not change. Charge and levels stay quiet. Duality is off by $|s-1|=1$ for $s=2$, and the $p$ monopole by $(1-1/4)\times0.08174=0.061$. To restore the convention in each channel, form $G_{ij}=\langle\beta_i|\tilde\phi_j\rangle$ and replace

$$\beta\to G^{-1}\beta,\qquad D^0\to G^TD^0G,\qquad q\to G^TqG .$$

The new projectors are dual to $\tilde\phi$, and inserting $\beta=G\beta_{\rm new}$ shows that the operators are unchanged. Each $Q^L$ transforms likewise, with the $G$ of the channel belonging to each index. If the moment alarm then falls silent, and symmetry, charge and levels are quiet too, the alarms are explained by the convention. The moments alone cannot decide this, because they do not contain $D^0$: if $\beta$ and $Q$ were rescaled but $D^0$ was not, the transformation restores the moments while the levels remain wrong. If $G$ is singular, some combination of the pseudo waves overlaps with no projector. The eigenvalue equations would then require a singular $B$, whereas the construction needs its inverse, so the file is faulty.

**Density or Hamiltonian.** The levels test uses the stored $n$ for screening, so a bad $n$ can imitate a bad $D^0$. A self-consistent run does not read $n$. If it restores the levels, the density record is at fault.

The reverse case is more deceptive. Suppose that the generator itself unscreened $V_{\rm ion}$ with the unaugmented density and also stored that density. Then $V_{\rm ion}+V_H[n]$ reproduces $V_{\rm loc}$, and the one-step levels are correct. The charge alarm still sounds, and a self-consistent run with the augmented density starts from a wrong ionic potential. A charge alarm must therefore not be dismissed because the levels agree.

**The silent case.** The changed $L=2$ shape leaves the moment, the outside potential and the spherical atom as they were. It can be found by comparing $Q^L(r)$ itself with a trusted copy or with its declared analytic form.

## Stability and scope

Thresholds must lie above the rounding error of the file. The symmetry proof uses the nonrelativistic equation for $\phi_i$; with scalar-relativistic true waves it holds only approximately, and the thresholds for symmetry and levels must allow for that. The second projector needs care. It must have unit overlap with $\tilde\phi_2$ and none with $\tilde\phi_1$, so it can use only the part of $\tilde\phi_2$ inside $r_c$ that is orthogonal to $\tilde\phi_1$ there. In the example this part is small for two reasons: $\tilde\phi_2$ has little weight inside $r_c$, and most of that weight lies along $\tilde\phi_1$. The projector is therefore large and magnifies errors in the data it multiplies. Nearly dependent reference waves also make $B$ ill-conditioned.

The eigenproblem requires $S$ to be positive, which is not the same as positive $q$. In the $s$ channel $q_{11}q_{22}-q_{12}^2=0.000391-0.000416<0$, so $q$ has one negative eigenvalue, while $S$ is positive and the problem is well posed. The factorization of $S$ is the proper check.

A file may quote an $\varepsilon_2$ that is not an eigenvalue in the chosen sphere. If $\phi_2$ has a node beyond $r_c$, a wall placed there makes it one; $\phi_1$ does not in general vanish at that wall, so $\varepsilon_1$ must then be tested separately in its own sphere. Otherwise compare the logarithmic derivative at $r_c$: the equation $H\tilde\phi_2=\varepsilon_2S\tilde\phi_2$ holds locally, and $\tilde\phi_2$ joins $\phi_2$ in value and slope.

Passing all five tests does not prove that a file is sound. Nor is it necessary for correct physics, since a mere change of convention fails duality and moments. Two levels per channel fix only two of the three entries of a symmetric $D$: since $\partial\varepsilon_k/\partial D_{kk}=1$, a small error in $D_{12}$ can be offset by errors in $D_{11}$ and $D_{22}$, which $R_{jk}$ exposes. A wrong density that holds $N$ electrons and was used both for unscreening and for storage also passes; comparing $n(r)$ point by point with the rebuilt density exposes it. Passing also does not show that the pseudopotential is accurate at other energies, in other configurations or in a bonded environment; those are questions of transferability. The residuals behind the table are given in full in the numerical output.

## Values computed for the example and the checks

```
nuclear charge 8, electrons s 2 p 3
screening length 0.32 A, sphere 3.00 A
core radius 0.70 A, local potential lift 0 eV
local potential near the origin -109.45 eV
s: pseudo/true norm ratio inside core radius 0.9
s: reference levels -41.1705 -2.3646 eV
s: q11 0.08002 q12 -0.02039 q22 0.00489
s: B12 1.27785 B21 0.48664 eV
s: screened D11 -8.3276 D12 1.3261 D21 1.3261 D22 -0.0686 eV
p: pseudo/true norm ratio inside core radius 0.9
p: reference levels -27.7597 0.5753 eV
p: q11 0.08174 q12 -0.01880 q22 0.00511
p: B12 13.91765 B21 13.38498 eV
p: screened D11 -45.4117 D12 13.9068 D21 13.9068 D22 -4.5105 eV
s: bare D11 -1.6496 D12 -0.3756 D22 0.3396 eV
p: bare D11 -38.5898 D12 12.3379 D22 -4.0845 eV
clean residuals: duality, symmetry/eV, moments, charge/e, levels/eV
  2.1e-14 5.3e-11 6.5e-17 8.9e-16 3.1e-10
self-consistent run: 65 iterations, largest level error 5.0e-10 eV
  levels s1 s2 p1 p2: -41.1705 -2.3646 -27.7597 0.5753 eV
slope of s levels with D22: 0.000000 1.000001
slope of s1 with relative Q11 scale: -3.38372 eV, formula -3.38373 eV
s D22 + 1 eV: s1 moves 1.3e-10 eV, s2 moves 0.3234 eV
charge missing without augmentation 0.40525 e
potential of p_z p_z augmentation at 1.050 A on the axis:
  true 1.07591, file 1.07591, other shape 1.07591, halved L=2 1.09844 eV
alarm threshold 1e-04; columns as in the clean residuals
s projector 2 times 1.01        D---L 1.0e-02 5.3e-11 6.5e-17 8.9e-16 1.1e-03
wrong energy index in D         -S--- 2.1e-14 1.6e+00 6.5e-17 8.9e-16 3.7e-10
same, upper triangle mirrored   ----L 2.1e-14 0.0e+00 6.5e-17 8.9e-16 6.6e-01
bare D doubled                  ----L 2.1e-14 1.1e-10 6.5e-17 8.9e-16 5.8e+01
screened D stored as bare       ----L 2.1e-14 5.3e-11 6.5e-17 8.9e-16 7.0e+00
s D22 raised by 1 eV            ----L 2.1e-14 5.3e-11 6.5e-17 8.9e-16 3.2e-01
L=2 functions halved            --M-- 2.1e-14 5.3e-11 9.2e-03 8.9e-16 3.1e-10
L=0 functions times 1.05        --MCL 2.1e-14 5.3e-11 4.1e-03 2.0e-02 2.3e-01
density not augmented           ---CL 2.1e-14 5.3e-11 6.5e-17 4.1e-01 1.2e+01
beta*2, D/4, Q/4                D-M-- 1.0e+00 1.3e-11 6.1e-02 8.9e-16 3.1e-10
L=2 shape changed, same moment  ----- 2.1e-14 5.3e-11 6.5e-17 8.9e-16 3.1e-10
```
